# Uniqueness of the Self-Consistent Fermi Level from the Charge Variance, part 2

The Fermi level $E_F$ of a crystal with charged defects is found by requiring zero net charge. Is that level unique when the amount of dopant, rather than its chemical potential $\mu$ (for neutral atoms), is fixed?

Algebra is in atomic units; numbers are in eV and Å. $E_F$ is measured from the valence-band maximum, $T>0$ is the temperature and $k$ Boltzmann's constant. Microstates have charge $\mathcal Q$ and dopant number $\mathcal M$.

Sublattice $s$ has $N_s$ sites per volume. Site state $\alpha$ (host or defect) has charge $q_\alpha$, $m_\alpha$ dopant atoms (at most one), degeneracy $g_\alpha$, energy $e_\alpha$ at $E_F=\mu=0$, and

$$b_\alpha=g_\alpha\exp\left[-\frac{e_\alpha+q_\alpha E_F-m_\alpha\mu}{kT}\right].$$

Its probability is $b_\alpha$ divided by the sum over all states of the site, including the host, for which $b=1$. Defect densities are $c_\alpha$; the dilute formula sets $c_\alpha=N_sb_\alpha$. With $X_s$ the defective fraction of sites, Part 1 bounds the charge variance $V_s$ of a sublattice:

$$(1-X_s)\sum_\alpha q_\alpha^2c_\alpha\le V_s\le\sum_\alpha q_\alpha^2c_\alpha .$$

Electrons and holes have densities $n$ and $p$. With band density of states $g$ and occupation $f$, $C_b=\int g f(1-f)\,d\varepsilon$ is the band variance; $C_d=\sum_sV_s$ is that of the sites.

**Lemma 1.** For microstate energies independent of $E_F$ and of thermal averages,

$$\frac{\partial\langle\mathcal Q\rangle}{\partial E_F}=-\frac{\langle\mathcal Q^2\rangle-\langle\mathcal Q\rangle^2}{kT}.$$

Likewise,

$$\frac{\partial\langle A\rangle}{\partial E_F}=-\frac{\mathrm{Cov}(A,\mathcal Q)}{kT},\qquad
\frac{\partial\langle A\rangle}{\partial\mu}=+\frac{\mathrm{Cov}(A,\mathcal M)}{kT}.$$

**Theorem 1.** With $T$, $\mu$, $e_\alpha$ and the band edges fixed, and parabolic bands, the net charge per volume $Q$ obeys

$$\frac{dQ}{dE_F}=-\frac{C}{kT},\qquad C=C_d+C_b>0,$$

and has exactly one zero. The zero exists because site charge is bounded while carrier charge drives $Q\to\mp\infty$ as $E_F\to\pm\infty$.

Now let $M$ be the dopant density, and $C_{QQ}=C_d+C_b$, $C_{QM}$ and $C_{MM}$ the variances and covariance per volume of charge and dopant number. Bands contribute only to $C_{QQ}$.

**Theorem 2.** Let $M$ be fixed between zero and the density of sites that can hold a dopant, with the other assumptions of Theorem 1 unchanged. Then $\mu$ is a unique function of $E_F$, and

$$\frac{dQ}{dE_F}=-\frac{C_{\rm cons}}{kT},\qquad
C_{\rm cons}=C_{QQ}-\frac{C_{QM}^2}{C_{MM}}\ge C_b>0 .$$

The neutral Fermi level exists and is unique.

*Proof.* At fixed $E_F$, $\partial M/\partial\mu=C_{MM}/kT$. This is positive, since a site that can hold a dopant has states with $m=0$ and with $m=1$, all with non-zero probability. As $\mu$ goes from $-\infty$ to $\infty$, $M$ rises from zero to the density of such sites. Exactly one $\mu$ therefore gives the required $M$. Because $\partial M/\partial\mu\ne0$, the implicit function theorem makes $\mu(E_F)$ differentiable. Constancy of $M$ requires

$$0=\frac{dM}{dE_F}=-\frac{C_{QM}}{kT}+\frac{C_{MM}}{kT}\frac{d\mu}{dE_F},
\qquad\text{so}\qquad \frac{d\mu}{dE_F}=\frac{C_{QM}}{C_{MM}} .$$

The total slope of the charge is then

$$\frac{dQ}{dE_F}=-\frac{C_{QQ}}{kT}+\frac{C_{QM}}{kT}\frac{d\mu}{dE_F}
=-\frac1{kT}\left(C_{QQ}-\frac{C_{QM}^2}{C_{MM}}\right).$$

To find its sign, consider the site variance of $\mathcal Q-\lambda\mathcal M$ for a real number $\lambda$. Per volume it is

$$S(\lambda)=C_d-2\lambda C_{QM}+\lambda^2C_{MM}\ge0 .$$

At $\lambda=C_{QM}/C_{MM}$ this becomes $C_d-C_{QM}^2/C_{MM}\ge0$. Adding $C_b$ gives the stated bound. The site charge remains bounded whatever $\mu$ does, so the limits of $Q$ and the existence argument of Theorem 1 are unchanged. $\square$

The subtracted term is the part of the charge fluctuation that accompanies a fluctuation in the number of dopants. With that number fixed, this part is unavailable, and the charge responds less to $E_F$ whenever $C_{QM}\ne0$.

### Theorem 3: frozen defect totals

After rapid cooling, atoms may be immobile while electrons still redistribute. Let kind $j$ denote one defect on one type of site, irrespective of charge, and let its total density $T_j$ be fixed. Within kind $j$ all states have the same $m$, so the factor containing $\mu$ cancels from the charge-state probabilities:

$$\pi_{\alpha|j}=\frac{g_\alpha e^{-(e_\alpha+q_\alpha E_F)/kT}}{\sum_{\beta\in j}g_\beta e^{-(e_\beta+q_\beta E_F)/kT}} .$$

**Theorem 3.** With all $T_j$ fixed,

$$\frac{dQ}{dE_F}=-\frac{C_{\rm froz}}{kT},\qquad
C_{\rm froz}=C_b+\sum_jT_j\,\mathrm{Var}_j(q)>0,$$

and the neutral Fermi level is unique. At equal $T$, $E_F$ and concentrations,

$$C_{\rm froz}\le C_{\rm cons}\le C_{QQ}.$$

*Proof.* Lemma 1 applied to the charge states of one defect gives the slope $-\mathrm{Var}_j(q)/kT$ per defect. Adding the bands gives the formula. Positivity and the limits follow as before.

For the ordering, set $r_\alpha=q_\alpha-\lambda m_\alpha$. On one site let $P_j$ be the probability of kind $j$, including the host as a kind, $\bar r_j$ the mean of $r$ within that kind, and $\bar r$ its mean over all states. Writing $r_\alpha-\bar r=(r_\alpha-\bar r_j)+(\bar r_j-\bar r)$ and squaring,

$$\mathrm{Var}(r)=\sum_jP_j\,\mathrm{Var}_j(r)+\sum_jP_j(\bar r_j-\bar r)^2 .$$

The cross term vanishes because $r_\alpha-\bar r_j$ averages to zero within each kind. Since $m$ is constant within a kind, $\mathrm{Var}_j(r)=\mathrm{Var}_j(q)$. Dropping the last, non-negative sum and adding all sites gives

$$S(\lambda)\ge\sum_jT_j\mathrm{Var}_j(q)$$

for every $\lambda$. The choice $\lambda=C_{QM}/C_{MM}$, followed by addition of $C_b$, gives $C_{\rm cons}\ge C_{\rm froz}$. The other inequality holds because $C_{QM}^2/C_{MM}\ge0$. $\square$

At the temperature where the defects formed, the probabilities within each kind are the same before and after the totals are frozen. The neutral Fermi level is then the same too; only the slope through it changes.

**Response to added charge.** Add a small fixed charge density $\delta$ and keep the constraints. The condition $Q(E_F)+\delta=0$ gives, on differentiation,

$$-\frac{C}{kT}\,dE_F+d\delta=0,\qquad \Delta E_F\simeq\frac{kT\,\delta}{C},$$

with $C$ the variance for the constraints in force. Positive added charge raises the Fermi level, since more electrons are needed to balance it. A large variance acts as a charge buffer.

### Worked example

The example is a model semiconductor with chosen, round parameters. The gap is 1.5 eV, and the conduction and valence masses are 0.2 and 0.5 electron masses. Each of two sublattices, A and B, has 0.02 sites per Å$^3$. The total dopant density is $1.0\times10^{-6}$ Å$^{-3}$. The dopant M is amphoteric: a donor on A and an acceptor on B. The vacancies are V$_{\rm A}$ and V$_{\rm B}$. In the table, each entry gives the charge, with the energy $e_\alpha$ in eV and the degeneracy in brackets.

| Kind | States |
|---|---|
| V$_{\rm A}$ | $0$: 2.6 (1); $-1$: 2.9 (2); $-2$: 3.4 (1) |
| M$_{\rm A}$ | $+1$: 0.0 (1); $0$: 1.4 (2) |
| V$_{\rm B}$ | $+2$: 0.6 (1); $+1$: 1.9 (2); $0$: 2.6 (1) |
| M$_{\rm B}$ | $0$: 2.2 (4); $-1$: 2.3 (1) |

**Solution at 1000 K.** Here $kT=0.08617$ eV. With the dopant total conserved, the neutral point is $E_F=1.1271$ eV, or 0.04142 hartree, and $\mu=0.2294$ eV. As a check on one concentration, the ionized donor costs $1.1271-0.2294=0.8977$ eV, and the dilute formula gives

$$0.02\,e^{-0.8977/0.08617}\ \text{Å}^{-3}\simeq5.98\times10^{-7}\ \text{Å}^{-3}.$$

All densities in the rest of this example are in units of $10^{-7}$ Å$^{-3}$ unless another unit is shown. The dopant divides into 6.485 on A and 3.515 on B, which add to 10.000. The charges are $+5.981$ from M$_{\rm A}$, $-3.515$ from M$_{\rm B}$ and $-0.673$ from V$_{\rm A}$. Their sum, taken before rounding, is $+1.794$. The holes add $0.001$ and V$_{\rm B}$ far less, and the total balances the electrons, $n=1.795$, or $1.795\times10^{17}$ cm$^{-3}$. More than half of the donor charge is thus compensated by the same dopant on the other sublattice.

**The three variances.** The site variance is 10.840 and the band variance 1.788, so

$$C_{QQ}=10.840+1.788=12.628 .$$

The other two entries are $C_{QM}=2.466$ and $C_{MM}=10.000$. The conserved-dopant variance is

$$C_{\rm cons}=12.628-\frac{2.466^2}{10.000}=12.628-0.608=12.020,$$

or $1.202\times10^{18}$ cm$^{-3}$. Restoring the unit, the slope is

$$\frac{dQ}{dE_F}=-\frac{1.2020\times10^{-6}\ \text{Å}^{-3}}{0.08617\ \text{eV}}
=-1.395\times10^{-5}\ \text{Å}^{-3}\,\text{eV}^{-1}.$$

A finite difference of the self-consistent charge, with $\mu$ solved again at each point, agrees to all printed digits.

With every defect total frozen, the variance drops to 2.253. Of this, 1.788 belongs to the bands. Nearly all of the rest comes from M$_{\rm A}$, whose ionized fraction is $5.981/6.485=0.9223$:

$$6.485\times0.9223\times(1-0.9223)=0.465 .$$

The sum is 2.253. The difference from the conserved case has a clear origin. When dopants can change sublattice, a transfer between an ionized donor and an ionized acceptor changes the charge by two; vacancies can also form or vanish. Freezing removes both responses. The ratio $12.020/2.253\simeq5.3$ means that, to first order, a small added charge moves the Fermi level 5.3 times as far when the defects are frozen.

For an added charge of $1.0\times10^{-9}$ Å$^{-3}$ with only the dopant total conserved, the linear formula predicts

$$\Delta E_F=\frac{0.08617\times1.0\times10^{-9}}{1.2020\times10^{-6}}\ \text{eV}=7.169\times10^{-5}\ \text{eV}.$$

Solving the neutrality condition again gives $7.167\times10^{-5}$ eV, a difference of 0.03% relative to the linear value.

**The dilute limit.** The dilute formula overestimates the site variance by a relative $4.7\times10^{-5}$. The bounds of Part 1 set an upper limit on this excess. Since $N_sb_\alpha=c_\alpha/(1-X_s)$, the dilute variance exceeds the site-excluded one by at most a factor $(1-X_s)^{-2}$, or a relative excess of about $2X_s$. On A, the more heavily occupied sublattice, $X_s=(6.485+0.336)\times10^{-7}/0.02=3.4\times10^{-5}$, which allows an excess of $6.8\times10^{-5}$.

**After cooling to 300 K.** The 1000 K totals are now frozen, and all energy parameters are kept unchanged. With $kT=0.02585$ eV, the new neutral point is $E_F=1.3645$ eV. The ratio of neutral to ionized donors is

$$2\exp\left(\frac{1.36447-1.4}{0.025852}\right)\simeq0.506,$$

so the ionized fraction is $1/1.506=0.664$. The electron density has fallen to 0.118. The donors contribute $6.485\times0.664\times0.336=1.447$ to the variance and the bands about 0.118, which together account for the computed 1.565. The partly filled donor level now supplies most of the buffer, whereas at 1000 K the bands supplied most of the frozen variance.

### When uniqueness can fail

The proofs require energies that do not depend on the averages being solved for. A mean-field feedback violates this. Consider $N_f$ acceptor sites per volume, of which a fraction $x$ is charged $-1$. Let the cost of charging a site be $e_a-E_F-wx$, with $w>0$, so that charged sites favour more charging. Then

$$x=\frac1{1+e^{(e_a-E_F-wx)/kT}} .$$

Differentiating, and remembering that $x$ also appears in the exponent,

$$\frac{dx}{dE_F}=\frac{x(1-x)}{kT}\left(1+w\frac{dx}{dE_F}\right),
\qquad
\frac{dx}{dE_F}=\frac{x(1-x)}{kT-w\,x(1-x)} .$$

The extra term in the first equation is absent from Lemma 1. Since $x(1-x)\le1/4$, the slope is positive at every $x$ between 0 and 1 for $w<4kT$. For $w>4kT$ it is negative in an interval around $x=1/2$: within this model, one Fermi level can then correspond to several charged fractions.

For neutrality, let a fixed positive charge $D$ balance these sites and the carriers. It is convenient to use $x$ as the variable, because solving the occupation equation for the Fermi level gives a single value,

$$E_F(x)=e_a-wx+kT\ln\frac{x}{1-x} .$$

The net charge is $F(x)=D-N_fx+p-n$. Since $d(p-n)/dE_F=-C_b/kT$,

$$\frac{dF}{dx}=-N_f-C_b\left[\frac1{x(1-x)}-\frac{w}{kT}\right].$$

For $w\le4kT$ the bracket is non-negative and $F$ decreases strictly, so the neutral solution is unique. At $x=1/2$ the slope is positive if

$$C_b\left(\frac{w}{kT}-4\right)>N_f .$$

As $x\to0$, $E_F\to-\infty$ and $F\to+\infty$; as $x\to1$, $F\to-\infty$. If $F(1/2)=0$ and the slope there is positive, there must be at least one further zero on each side.

The program sets $T=1000$ K, $N_f=5.0\times10^{-7}$ Å$^{-3}$ and the bands as above. It chooses $e_a$ and $D$ so that $x=1/2$ is neutral at $E_F=1.2$ eV, which requires $D=6.657\times10^{-7}$ Å$^{-3}$. Hence $n-p=D-N_f/2=4.157\times10^{-7}$ Å$^{-3}$. The Fermi level is 0.3 eV below the conduction band, where $f\le0.03$, so $C_b\ge0.97\,n$. For $w=12kT$ the left side of the condition is therefore at least $8\times0.97\times4.157\times10^{-7}\simeq3.2\times10^{-6}$ Å$^{-3}$, well above $N_f$. The scan finds three neutral Fermi levels: 1.122, 1.200 and 1.241 eV. For $w=3kT$ it finds one, at 1.200 eV.

This does not contradict Lemma 1, because a solution of the mean-field equation need not be the ensemble average. Take a finite set of $N$ sites with $K$ charged and an attractive energy $-wK^2/(2N)$. Charging one more site lowers this energy by $wK/N=wx$, to leading order in $1/N$, which is the feedback used above. Yet this energy belongs to the microstate and contains no average. If the ensemble is summed in full, Lemma 1 holds, and the mean charge is a strictly decreasing function of $E_F$ for any $w$. The weight of $K$ charged sites is $\binom NK\exp\{-[K(e_a-E_F)-wK^2/(2N)]/kT\}$. For large $N$ the ratio of successive binomial factors is $(1-x)/x$, so the weight is stationary where $\ln[(1-x)/x]=(e_a-E_F-wx)/kT$, which is the mean-field equation. Where it has three solutions, which requires $w>4kT$ and $E_F$ close enough to $e_a-w/2$, they are two peaks of the weight and the minimum between them. At $E_F=e_a-w/2$ the weight is symmetric under $K\to N-K$, and for $w>4kT$ and large $N$ the mean fraction $1/2$ is an average over the two peaks. In that case a zero of the mean charge found there is an average over two oppositely charged states, not a single neutral one.

A self-consistent defect calculation therefore needs a separate check when its formation energies or band edges are updated from the computed concentrations. With these energies held fixed, and under any of the three constraints treated here, a neutral Fermi level once found is the only one.

## Calculated quantities

```
temperatures: 1000 and 300 K
kT: 0.086173 and 0.025852 eV
gap: 1.50 eV
band masses c, v: 0.2, 0.5 electron masses
sites per sublattice: 0.02 1/A^3
total dopant: 1.0e-06 1/A^3
state: charge, degeneracy, energy at E_F=0 (eV)
  V_A: +0, 1, 2.6
  V_A: -1, 2, 2.9
  V_A: -2, 1, 3.4
  M_A: +1, 1, 0.0
  M_A: +0, 2, 1.4
  V_B: +2, 1, 0.6
  V_B: +1, 2, 1.9
  V_B: +0, 1, 2.6
  M_B: +0, 4, 2.2
  M_B: -1, 1, 2.3
E_F at 1000 K: 1.127093 eV = 0.041420 hartree
dopant chemical potential: 0.229389 eV
electrons n: 1.79494e-07 1/A^3 = 1.7949e+17 1/cm^3
holes p: 1.12731e-10 1/A^3
V_A total, charge: 3.36488e-08, -6.72511e-08 1/A^3
M_A total, charge: 6.48511e-07, 5.98112e-07 1/A^3
V_B total, charge: 1.68087e-15, 1.87229e-16 1/A^3
M_B total, charge: 3.51489e-07, -3.51479e-07 1/A^3
band variance: 1.78777e-07 1/A^3
defect variance, site exclusion: 1.08403e-06 1/A^3
defect variance, dilute: 1.08408e-06 1/A^3
dilute relative error: 4.74e-05
total defect site fraction: 5.17e-05
C_QQ (open): 1.26280e-06 1/A^3
C_QM: 2.46622e-07 1/A^3
C_MM: 9.99973e-07 1/A^3
C conserved: 1.20198e-06 1/A^3 = 1.2020e+18 1/cm^3
C frozen: 2.25315e-07 1/A^3
dQ/dE_F conserved: -1.39484e-05 1/(A^3 eV)
same by finite difference: -1.39484e-05 1/(A^3 eV)
added fixed charge: 1.0e-09 1/A^3
shift linear, solved: 7.1693e-05, 7.1671e-05 eV
E_F frozen at 300 K: 1.364468 eV
n frozen at 300 K: 1.18432e-08 1/A^3
C frozen at 300 K: 1.56501e-07 1/A^3
feedback sites: 5.0e-07 1/A^3
feedback fixed charge: 6.65700e-07 1/A^3
feedback w=3kT, E_F (eV): 1.2000
feedback w=12kT, E_F (eV): 1.1219, 1.2000, 1.2409
```
